# Charged-Defect Corrections near an Oxide Surface from Gaussian Poisson Energies

## The situation

A high-permittivity oxide in a gate stack contains a defect of charge $qe$ a few ångström below its surface. A first-principles calculation places the defect in a slab, surrounds the slab with vacuum and repeats the cell in three directions. The wanted energy is that of one defect. The calculated energy also contains the interaction with the periodic copies and with the uniform background that neutralizes the cell.

In a bulk crystal these terms shrink as the cell grows. In a slab cell of fixed lateral size they eventually grow without limit as vacuum is added. The screening is also uneven: field lines cross an oxide of high permittivity and a vacuum of permittivity one. The correction must therefore be computed in a permittivity $\varepsilon(z)$ that follows the slab.

## Conventions and the correction

Lengths are in Å, energies in eV, charge densities in $e/\text{Å}^3$, and $K=e^2/(4\pi\varepsilon_0)=14.40$ eV Å. The potential $\phi$, in volts, is that felt by a positive charge, so its sign is opposite to that of an electron's potential energy. It obeys

$$-\nabla\cdot(\varepsilon\nabla\phi)=4\pi K\rho .$$

The cell has lateral side $L$, area $A=L^2$, height $L_z$ and volume $\Omega=AL_z$. Periodic potentials have zero mean. The background then contributes nothing to $\frac12\int\rho\phi$, and nothing through its interaction with the host potential. The valence-band edge in the formation energy must be given on this same zero-mean scale of the defect-free slab.

Let $t$ be the charge by which the defect cell differs from the defect-free slab, apart from the linear polarization that $\varepsilon$ describes. Let $g$ be a Gaussian of the same total charge $q$ at the defect site. For either charge, $E_{\rm per}$ is the energy in the periodic cell and $E_{\rm iso}$ the energy when it is alone. Both use the same $\varepsilon(z)$ inside the cell; in the isolated problem the profile continues outside as vacuum. The claim is

$$E_{\rm corr}=E_{\rm iso}[g]-E_{\rm per}[g]-qC, \tag{1}$$

where $C$ is the value, far from the defect, of

$$\phi_{\rm defect\ cell}-\phi_{\rm defect\text{-}free\ cell}-\phi_{\rm per}[g].$$

Four assumptions are made. The response is linear. It is described by a local, isotropic $\varepsilon(z)$. The difference $\delta=t-g$ is neutral and spherical. It lies where $\varepsilon$ is uniform.

### Why the alignment term has factor one

By Gauss's law, a neutral spherical charge in a uniform medium has no field outside itself. The isolated potential $u$ of $\delta$ is therefore confined to its neighbourhood. In the periodic cell $\delta$ needs no background, so its potential obeys the same equation as $u$. Since $u$ vanishes before the cell boundary, $u$ plus a constant is also periodic. A periodic solution is unique up to a constant, hence

$$\phi_{\rm per}[\delta]=u+C,\qquad C=-\frac1\Omega\int u\,d^3r, \tag{2}$$

the second relation following from the zero mean.

The energy is quadratic in the charge. For two charges $a$ and $b$, integration by parts gives

$$\int a\,\phi_{\rm per}[b]\,d^3r=\frac1{4\pi K}\int\varepsilon\,\nabla\phi_{\rm per}[a]\cdot\nabla\phi_{\rm per}[b]\,d^3r,$$

which is symmetric. The cross terms in $(t+g)(t-g)$ therefore cancel, and

$$E_{\rm per}[t]-E_{\rm per}[g]=\tfrac12\int(t+g)(u+C)\,d^3r=\tfrac12\int(t+g)\,u\,d^3r+qC .$$

The factor one arises because $t$ and $g$ each carry charge $q$ and each contributes one half. For the isolated charges the same algebra has no constant:

$$E_{\rm iso}[t]-E_{\rm iso}[g]=\tfrac12\int(t+g)\,u\,d^3r .$$

Subtracting the two lines gives $E_{\rm iso}[t]=E_{\rm per}[t]+E_{\rm iso}[g]-E_{\rm per}[g]-qC$, which is (1).

### The size of $C$

Inside the uniform region $\nabla^2u=-4\pi K\delta/\varepsilon$. Multiply by $r^2$ and integrate by parts twice. The surface terms vanish and $\nabla^2r^2=6$, so

$$6\int u\,d^3r=-\frac{4\pi K}{\varepsilon}\int r^2\delta\,d^3r .$$

A Gaussian of charge $c_i$ and standard deviation $\sigma_i$ has $\int r^2\rho\,d^3r=3c_i\sigma_i^2$. With (2),

$$C=\frac{2\pi K}{\Omega\varepsilon}\sum_i c_i\sigma_i^2, \tag{3}$$

where the sum runs over the components of $\delta$, so the model charge enters with a minus sign.

## Reduction to one dimension

Because $\varepsilon$ depends on $z$ alone, in-plane Fourier modes do not mix. With $\phi=A^{-1}\sum_{\mathbf k}\phi_k(z)e^{i\mathbf k\cdot\mathbf R}$,

$$-\frac{d}{dz}\left(\varepsilon\frac{d\phi_k}{dz}\right)+\varepsilon k^2\phi_k=4\pi K\rho_k, \tag{4}$$

$$\rho_k=q\,e^{-k^2\sigma^2/2}\,\frac{e^{-(z-z_0)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.$$

The periodic energy is

$$E_{\rm per}=\frac1{2A}\sum_{\mathbf k}\int\rho_k\phi_k\,dz .$$

For the isolated charge the lateral period goes to infinity, and $A^{-1}\sum_{\mathbf k}$ becomes $\int d^2k/(2\pi)^2=\int k\,dk/2\pi$:

$$E_{\rm iso}=\frac12\int_0^\infty\frac{k\,dk}{2\pi}\int\rho_k\phi_k\,dz .$$

Here $\phi_k$ decays on both sides and there is no background. As $k\to0$, $\phi_k$ grows as $1/k$, which the factor $k$ compensates.

## Discretization

Take nodes $z_i$ with spacing $h$ and permittivities $\varepsilon_{i+1/2}$ midway between them. Balancing the flux through the two faces of each node's volume gives

$$\frac{\varepsilon_{i+1/2}(\phi_i-\phi_{i+1})+\varepsilon_{i-1/2}(\phi_i-\phi_{i-1})}{h^2}+k^2\bar\varepsilon_i\phi_i=4\pi K\rho_i,$$

with $\bar\varepsilon_i$ the mean of the two face values.

**Periodic cell, $k>0$.** The face joining the last node to the first has strength $c=\varepsilon_{N-1/2}/h^2$. Let $w$ have entries $1$ at the first node, $-1$ at the last and $0$ elsewhere. The matrix is $B+c\,ww^{T}$, where $B$ is tridiagonal with that face removed. Let $s$ be the source, and solve $Ba=s$ and $Bb=w$. Then $\phi=a-c\,b\,(w\cdot\phi)$. Taking the product with $w$ gives $w\cdot\phi=(w\cdot a)/(1+c\,w\cdot b)$, so

$$\phi=a-b\,\frac{c\,(w\cdot a)}{1+c\,(w\cdot b)} .$$

**Periodic cell, $k=0$.** Subtract the mean source and accumulate the displacement $D=-\varepsilon\,d\phi/dz$ from face to face. Shift it by a constant so that $\sum D/\varepsilon=0$, which makes $\phi$ periodic. Integrate $-D/\varepsilon$ and remove the mean of $\phi$.

**Open boundaries.** In the uniform outer region the discrete solution is a power $\lambda^j$, with $\lambda+1/\lambda=2+k^2h^2$. The decaying root is

$$\lambda=1+\tfrac12k^2h^2-\sqrt{k^2h^2+\tfrac14k^4h^4}.$$

Replacing the missing neighbour by $\lambda\phi_{\rm end}$ joins the grid to an infinite one.

### Discretization error

In a uniform medium the difference operator replaces $p^2$, the squared wavenumber along $z$, by $p^2-p^4h^2/12$ to leading order. The self-energy weight is $d^3G\,e^{-\sigma^2G^2}/G^2$, which is radially $e^{-\sigma^2G^2}dG$. The error relative to the self-energy is therefore

$$\frac{h^2}{12}\left\langle\frac{p^4}{G^2}\right\rangle=\frac{h^2}{12}\cdot\frac15\cdot\frac1{2\sigma^2}=\frac{h^2}{120\,\sigma^2},$$

where $\frac15$ is the angular mean of $\cos^4\theta$ and $1/(2\sigma^2)$ is the mean of $G^2$. For $h=0.1$ Å and $\sigma=1$ Å this is $8\times10^{-5}$. The self-energy for $q=2$ and $\varepsilon=20$ is $q^2K/(2\varepsilon\sqrt\pi\,\sigma)=0.812$ eV, so the predicted error is 0.07 meV.

Image charges provide a check. For a charge at depth $a$ below a sharp surface, write the potential inside as $(K/\varepsilon)(q/r_1+q'/r_2)$, with $r_2$ measured from the mirror point, and outside as $Kq''/r_1$. Continuity of $\phi$ gives $q+q'=\varepsilon q''$; continuity of normal displacement gives $q-q'=q''$. Hence $q'=\beta q$ with $\beta=(\varepsilon-1)/(\varepsilon+1)$, and

$$E_{\rm half}=\frac{q^2K}{2\varepsilon}\left(\frac1{\sqrt\pi\,\sigma}+\frac{\beta}{2a}\right).$$

In a slab of thickness $d$, with $b=d-a$, repeated reflection replaces $\beta/2a$ by

$$\sum_{n\ge0}\beta^{2n+1}\left(\frac1{2a+2nd}+\frac1{2b+2nd}\right)+2\sum_{n\ge1}\frac{\beta^{2n}}{2nd}.$$

For $d=15$ Å and $a=5$ Å the series gives 1.28633 eV and the solver 1.28640 eV. The difference is the predicted 0.07 meV. The periodic energy was tested against a three-dimensional plane-wave solution with the smooth profile; the two agree to 0.08 meV.

## Worked example

The slab has round model parameters: thickness 15 Å, $\varepsilon=20$, error-function interfaces of width parameter 1 Å, and a charge $+2$ at depth 5 Å. The model Gaussian has $\sigma=1$ Å.

A synthetic defect takes the place of first-principles data. It is a sum of Gaussians with charges $2,\,8,\,-8$ and widths $0.8,\,0.6,\,1.0$ Å. The last two form a strong neutral short-range part. Its isolated energy can be computed separately, so the corrected result has a known target.

For the cell with $L=10$ Å and $L_z=30$ Å, the sum in (3) is

$$2(0.64)+8(0.36)-8(1.00)-2(1.00)=-5.84\ e\,\text{Å}^2,$$

$$C=\frac{2\pi(14.40)(-5.84)}{3000\times20}=-8.81\ \text{mV},\qquad qC=-0.0176\ \text{eV}.$$

The far-field potential difference gives the same $C$. With $E_{\rm iso}[g]=1.2839$ eV and $E_{\rm per}[g]=1.4247$ eV,

$$E_{\rm corr}=1.2839-1.4247+0.0176=-0.123\ \text{eV}.$$

The uncorrected cell energy is too high by 0.123 eV. Results for all five cells are:

| $L$ (Å) | $L_z$ (Å) | raw error (eV) | $qC$ (eV) | error left (meV) |
|---|---|---|---|---|
| 10 | 30 | 0.123 | −0.018 | 0.004 |
| 10 | 45 | 2.709 | −0.012 | 0.004 |
| 10 | 60 | 6.126 | −0.009 | 0.004 |
| 20 | 30 | −0.449 | −0.004 | 0.001 |
| 20 | 60 | 1.052 | −0.002 | 0.001 |

The last column measures the electrostatic procedure when its assumptions hold. It is no estimate of the accuracy for a real oxide, where $\varepsilon(z)$ and the shape of the defect charge are imperfectly known. The narrow cells also strain the assumption of linear response. At $L=10$ Å the planar field in the oxide is about $2\pi Kq/(A\varepsilon)=0.09$ V/Å, or 9 MV/cm, of the order of the breakdown field of high-permittivity oxides, and at $L_z=60$ Å the planar potential spans about 14 V, more than an oxide band gap. For a negative defect such a drop would pull electrons into the vacuum. A real calculation should widen the cell rather than rely on (1) to remove a correction of several eV.

The small raw error of the first cell is no sign of convergence: doubling $L$ changes it to $-0.449$ eV. The $k=0$ energy is a positive field energy, so this negative value must come from the other modes, whose lattice sum lies below the corresponding integral. In the first cell the two contributions largely cancel.

With $\varepsilon=5$, representing clamped ions, the first cell needs $E_{\rm corr}=+0.567$ eV. Changing the permittivity has changed even the sign. The electronic permittivity belongs to a calculation with frozen ions. The static one belongs to a calculation in which the ions of the whole slab have relaxed in the defect's field. If only some have relaxed, neither value describes the cell.

## Checking the model through the far field

For a correct model the planar-averaged potential difference is constant away from the defect. More than 6.5 Å from the defect plane, its spread in the first cell is 0.005 mV. A model with $\varepsilon=10$ instead of 20 gives 344 mV, and a model charge displaced by 1 Å along $z$ gives 166 mV. In both cases no single $C$ exists and (1) should not be applied until the model has been repaired.

Flatness is necessary but not sufficient. The planar average contains the $k=0$ density alone, so it cannot reveal the in-plane shape of the charge. Equation (1) leaves a residual when the charge has an anisotropic moment that the Gaussian lacks, when it spreads into the interface, or when the extra charge is not localized at all.

## Growth with vacuum

Integration by parts turns the planar energy into

$$E_0=\frac{A}{8\pi K}\int\frac{D^2}{\varepsilon}\,dz .$$

In the vacuum the source is the background, of density $-q/\Omega$. If $y$ is the distance from the vacuum midpoint and the small field there is neglected, $D=-4\pi Kqy/(AL_z)$. For vacuum thickness $L_z-d$, $\int y^2dy=(L_z-d)^3/12$, and

$$E_{\rm vac}=\frac{\pi Kq^2(L_z-d)^3}{6AL_z^2}. \tag{5}$$

At fixed $A$ this grows linearly with $L_z$ once $L_z\gg d$.

The thickness $d$ needs care when the interface is smooth. The integral for $E_0$ contains $1/\varepsilon$, and with $\varepsilon=20$ inside, the outer tail of the profile still screens the normal field. A sharp slab with the same integral of $1-1/\varepsilon$ has thickness

$$d_{\rm eff}=\frac{\int(1-1/\varepsilon)\,dz}{1-1/\varepsilon_{\rm ox}}=17.2\ \text{Å}.$$

From $L_z=30$ to 60 Å at $L=10$ Å, (5) then predicts a rise of $6.554-0.698=5.856$ eV, against 6.50 eV with the nominal 15 Å. The computed rise is 5.99 eV, and the full integral of $D^2/\varepsilon$ reproduces it to the printed 0.1 meV. The missing 0.14 eV is almost entirely the growth of the field energy in the oxide, which (5) leaves out. The small field at the vacuum midpoint and the gradual change of $\varepsilon$ at the interfaces alter the rise by less than 0.01 eV.

## Why the isolated energy is solved directly

One could instead enlarge the cell around a fixed slab and extrapolate $E_{\rm per}[g]$. The small-$k$ response shows the difficulty. For $kd\ll1$ and $\varepsilon\gg1$, $\phi_k$ is nearly constant across the slab. Integrating (4) across it, with outward flux $k\phi_k$ on each side, gives

$$2k\phi_k+\varepsilon k^2d\,\phi_k=4\pi Kq,\qquad \phi_k=\frac{2\pi Kq}{k(1+k\ell)},\qquad \ell=\frac{\varepsilon d}{2}.$$

Here $\ell=150$ Å. At $k=0.01\ \text{Å}^{-1}$ the computed screening factor, 0.400, agrees with $1/(1+k\ell)$. The smallest nonzero lattice wavevector, $2\pi/L$, satisfies $k\ell<1$ when $L>2\pi\ell\approx940$ Å. Smaller cells do not sample the region in which the response can be expanded in powers of $k\ell$.

Scaling the $10\times10\times30$ Å cell by 1, 2, 3 and 4 gives 1.425, 2.338, 2.328 and 2.191 eV. A cubic polynomial in inverse scale extrapolates to 1.057 eV, which is 0.23 eV below the direct value of 1.284 eV. The modes with $k>0$ account for $-0.30$ eV of this miss. The $k=0$ term accounts for $+0.07$ eV, because by (5) it contains the fourth power of the inverse scale, which a cubic omits.

## From a slab to a thick oxide

Equation (1) yields one defect in the slab that was calculated. If the intended system is a thick oxide with one surface, the isolated profile is continued below as oxide, and $E_{\rm iso}^{\rm half}[g]-E_{\rm iso}^{\rm slab}[g]$ is added. The Gaussian suffices, because $u$ is local and the same in both geometries, so the difference is the same for $t$ and $g$. Computed separately for the two charges, it is $-0.342$ eV in both cases.

The sharp-interface energies show the same trend: 1.286 eV in the slab and 0.943 eV in the half-space. The second surface adds further repulsive images, and replacing the vacuum below by oxide removes them. This step changes the physical system, so it should be reported separately from the finite-cell correction. Both geometries have vacuum above the oxide. In a gate stack the neighbours are a semiconductor and a metal; the isolated profile must then contain them, and the image at a metal is attractive. The remaining computed values are in the numerical output.

## Numbers as computed

```
K = e^2/(4 pi eps0) = 14.3996 eV angstrom
charge +2 e, model width 1.0 A, grid step 0.10 A
slab 15 A, depth 5 A, interface width 1 A
synthetic defect, (charge e, width A): [(2.0, 0.8), (8.0, 0.6), (-8.0, 1.0)]
sharp slab: solver 1.28640 eV, images 1.28633 eV
sharp half-space: solver 0.94276 eV, images 0.94270 eV
periodic 10x10x30 A: modes 1.42470 eV, 3D waves 1.42462 eV
eps 20: E_iso model 1.2839 eV, defect 6.6410 eV
 L(A) Lz(A) E_per[g](eV) raw error(eV) qC(eV) E_corr(eV) left(meV)
   10   30     1.4247       0.1232    -0.01761   -0.1231    0.0035
 C: far field -8.8066 mV, moment formula -8.8063 mV
   10   45     4.0046       2.7089    -0.01174   -2.7089    0.0041
   10   60     7.4183       6.1256    -0.00881   -6.1256    0.0043
   20   30     0.8396      -0.4488    -0.00440    0.4488    0.0006
   20   60     2.3379       1.0518    -0.00220   -1.0518    0.0008
eps 5: E_iso model 4.1506 eV, defect 25.5788 eV
 L(A) Lz(A) E_per[g](eV) raw error(eV) qC(eV) E_corr(eV) left(meV)
   10   30     3.6545      -0.5666    -0.07045    0.5666    0.0128
 C: far field -35.2265 mV, moment formula -35.2252 mV
far-field spread, right model: 0.00495 mV
far-field spread, model eps 10: 344.2 mV
far-field spread, site off by 1 A: 165.5 mV
effective dielectric thickness of the slab: 17.231 A
rise of E_per, Lz 30 to 60 A (L = 10 A): 5.9936 eV
same rise from the integral of D^2/eps: 5.9936 eV
vacuum part only: effective thickness 5.8562 eV, nominal 6.5029 eV
slab screening length eps*d/2 = 150 A
k = 0.01 1/A: screening factor 0.4000, 1/(1+k*length) 0.4000
E_per for cell scales 1,2,3,4 (eV): 1.4247 2.3379 2.3280 2.1909
cubic extrapolation 1.0566 eV, direct E_iso 1.2839 eV
slab to half-space: model -0.34158 eV, defect -0.34158 eV
```
